# Deep Band Tail of Three-Dimensional White-Noise Disorder from Optimal Fluctuations: a numerical check

```python
"""Deep band tail of a particle in three-dimensional Gaussian white noise.
Result under test: ln(density of states at -eps) ~ -S(eps),
    S = (A/2) * T**1.5 * sqrt(eps) / w,   A = integral of phi^4 over space,
    T = hbar^2/(2m), <V(r)V(r')> = w delta(r-r'), eps = binding energy,
    phi = positive decaying solution of -lap(phi) + phi - phi^3 = 0.
The optimal well is V = -eps*phi(r/a)^2 with a = sqrt(T/eps).
Dimensionless tests use T = w = 1. The example uses eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigh_tridiagonal, eigh

rng = np.random.default_rng(7)

# ---------- shooting for the nodeless profile phi ----------
R_START, R_END = 1e-4, 10.0


def profile_rhs(x, y):
    f, df = y[0], y[1]
    area = 4 * np.pi * x * x
    return [df, -2 * df / x + f - f**3,
            area * f**2, area * df**2, area * f**4]


def start_values(f0):
    c = f0 - f0**3
    return [f0 + c * R_START**2 / 6, c * R_START / 3, 0.0, 0.0, 0.0]


def hits_zero(x, y):
    return y[0]


def turns_up(x, y):
    return y[1]


hits_zero.terminal = True
turns_up.terminal = True
turns_up.direction = 1


def crosses(f0, rtol=1e-11):
    s = solve_ivp(profile_rhs, (R_START, 30.0), start_values(f0),
                  method="DOP853", rtol=rtol, atol=1e-13,
                  events=(hits_zero, turns_up))
    return len(s.t_events[0]) > 0


scan = np.linspace(1.2, 12.0, 37)
flags = np.array([crosses(f, 1e-8) for f in scan])
changes = np.flatnonzero(flags[1:] != flags[:-1])
assert len(changes) == 1          # one nodeless solution in the scanned range
low, high = scan[changes[0]], scan[changes[0] + 1]
for _ in range(48):
    mid = 0.5 * (low + high)
    if crosses(mid):
        high = mid
    else:
        low = mid
phi0 = 0.5 * (low + high)
x_grid = np.linspace(R_START, R_END, 4001)
shot = solve_ivp(profile_rhs, (R_START, R_END), start_values(phi0),
                 method="DOP853", rtol=1e-11, atol=1e-13, t_eval=x_grid)
norm2, grad2, A = shot.y[2:, -1]
half_radius = np.interp(0.5 * A, shot.y[4], x_grid)
assert abs(grad2 / norm2 - 3) < 1e-4
assert abs(A / norm2 - 4) < 1e-4

# ---------- direct minimization over radial wells ----------
h = 0.0125
r = h * np.arange(1, 800)
off = -np.ones(len(r) - 1) / h**2


def ground_state(V):
    e, v = eigh_tridiagonal(2 / h**2 + V, off, select="i",
                            select_range=(0, 0))
    return e[0], v[:, 0] / np.sqrt(h)


def gaussian_kernel(width):
    """Matrix of 3D convolution with a normalized Gaussian, radial input."""
    d = r[:, None] - r[None, :]
    s = r[:, None] + r[None, :]
    g = np.exp(-d**2 / (2 * width**2)) - np.exp(-s**2 / (2 * width**2))
    return h * g * r[None, :] / r[:, None] / np.sqrt(2 * np.pi * width**2)


def least_action(eps, kernel=None):
    """Minimum of the Gaussian action at ground energy -eps (T = w = 1)."""
    u = r * np.exp(-r**2)
    u /= np.sqrt(h * np.sum(u**2))
    history = []
    for _ in range(300):
        n = u**2 / (4 * np.pi * r**2)
        g = n if kernel is None else kernel @ n
        overlap = h * np.sum(u**2 * g)
        kinetic = np.sum(np.diff(np.r_[0.0, u, 0.0])**2) / h
        mu = (eps + kinetic) / overlap
        for _ in range(40):
            e, v = ground_state(-mu * g)
            step = (e + eps) / (h * np.sum(v**2 * g))
            mu += step
            if abs(step) < 1e-9 * mu:
                break
        history.append(0.5 * mu**2 * overlap)
        u = v
        if len(history) > 1 and abs(history[-2] / history[-1] - 1) < 1e-8:
            break
    else:
        raise AssertionError("minimization did not converge")
    assert np.all(np.diff(history) < 1e-7 * history[-1])   # descent
    kinetic = np.sum(np.diff(np.r_[0.0, u, 0.0])**2) / h
    return history[-1], kinetic


energies = np.array([0.5, 1.0, 2.0])
results = [least_action(e) for e in energies]
actions = np.array([q[0] for q in results])
exponent = np.polyfit(np.log(energies), np.log(actions), 1)[0]
# tolerances cover the second-order finite-difference error of the grid
assert abs(exponent - 0.5) < 2e-3
assert abs(actions[1] / (A / 2) - 1) < 2e-3
assert abs(results[1][1] - 3) < 2e-2

# random wells must all cost at least the optimal action
ratios = []
for _ in range(80):
    V = np.zeros_like(r)
    for _ in range(3):
        centre, width = rng.uniform(0, 0.8), rng.uniform(0.25, 1.0)
        V -= rng.uniform(0, 14) * np.exp(-(r - centre)**2 / (2 * width**2))
    e, _ = ground_state(V)
    if e < -0.3:
        cost = 4 * np.pi * h * np.sum(r**2 * V**2)
        ratios.append(cost / (A * np.sqrt(-e)))
assert len(ratios) > 20 and min(ratios) > 0.998


# variational upper bounds on A from simple trial states
def trial_bound(g, dg):
    def integral(f):
        return quad(lambda x: 4 * np.pi * x * x * f(x), 0, 40, limit=200)[0]
    n = integral(lambda x: g(x)**2)
    k = integral(lambda x: dg(x)**2) / n
    q = integral(lambda x: g(x)**4) / n**2
    return 16 / 3**1.5 * k**1.5 / q


A_gauss = trial_bound(lambda x: np.exp(-x * x / 2),
                      lambda x: -x * np.exp(-x * x / 2))
A_exp = trial_bound(lambda x: np.exp(-x), lambda x: -np.exp(-x))
assert A < A_exp < A_gauss
assert abs(A_gauss - 16 * np.pi**1.5) < 1e-5
assert abs(A_exp - 128 * np.pi / 3**1.5) < 1e-5


# ---------- same argument in one dimension against the exact count ----------
def log_count_1d(eps):
    """ln(states per length below -eps) from the Riccati process, w = 1."""
    D = 0.5
    v = np.linspace(0, 7, 70001)
    f = (eps * v**2 - v**6 / 12) / D
    top = f.max()
    total = 2 * np.sum(np.exp(f - top)) * (v[1] - v[0])
    return -(0.5 * np.log(np.pi / D) + top + np.log(total))


coef_1d = 0.5 * quad(lambda x: 4 / np.cosh(x)**4, -20, 20)[0]
slope_1d = -(log_count_1d(40.) - log_count_1d(20.)) / (40**1.5 - 20**1.5)
assert abs(coef_1d - 8 / 3) < 1e-7
assert abs(slope_1d / coef_1d - 1) < 5e-3

# eigenvalue count of random chains by the signs of pivots, at eps = 1
dx, sites, chains = 0.05, 4000, 2000
pivot = np.full(chains, np.inf)
found = 0
for _ in range(sites):
    noise = rng.standard_normal(chains) / np.sqrt(dx)
    pivot = 2 / dx**2 + noise + 1.0 - 1 / (dx**4 * pivot)
    found += np.count_nonzero(pivot < 0)
count_chain = found / (sites * dx * chains)
count_exact = np.exp(log_count_1d(1.0))
# tolerance: sampling, chain ends and finite spacing, each one or two percent
assert abs(count_chain / count_exact - 1) < 0.07

# ---------- second-order edge shift on small 3D random lattices ----------
L = 6
hop = 2 * np.eye(L) - np.roll(np.eye(L), 1, 0) - np.roll(np.eye(L), -1, 0)
I = np.eye(L)
H0 = (np.kron(np.kron(hop, I), I) + np.kron(np.kron(I, hop), I)
      + np.kron(np.kron(I, I), hop))
band = 2 - 2 * np.cos(2 * np.pi * np.arange(L) / L)
ek = (band[:, None, None] + band[None, :, None] + band).ravel()
sigma = 0.3
shift_formula = -sigma**2 * np.sum(1 / ek[1:]) / L**3
samples = []
for _ in range(400):
    V = sigma * rng.standard_normal(L**3)
    V -= V.mean()
    samples.append(eigh(H0 + np.diag(V), eigvals_only=True,
                        subset_by_index=[0, 0])[0])
shift_lattice = np.mean(samples)
# tolerance: sampling error near one percent plus higher orders
assert abs(shift_lattice / shift_formula - 1) < 0.05

# convolution matrix: Gaussian with Gaussian gives a wider Gaussian
wide = gaussian_kernel(0.3) @ np.exp(-r**2 / (2 * 0.4**2))
assert np.max(np.abs(wide - 0.8**3 * np.exp(-r**2 / (2 * 0.5**2)))) < 1e-6

# thermal strain of a harmonic chain, summed over modes with energy kT each
m, stiff, heat = 12, 2.7, 0.4
dyn = stiff * (2 * np.eye(m) - np.eye(m, k=1) - np.eye(m, k=-1))
dyn[-1, -1] = stiff               # first atom tied to a wall, last one free
lam, modes = np.linalg.eigh(dyn)
cov_u = sum(heat / lam[j] * np.outer(modes[:, j], modes[:, j])
            for j in range(m))
diff = np.eye(m) - np.eye(m, k=-1)
assert np.allclose(diff @ cov_u @ diff.T, heat / stiff * np.eye(m))

# ---------- example: rough regime of amorphous Ge2Sb2Te5 ----------
mass, gamma, ell, gap = 0.3, 0.3, 0.2, 0.7       # m_e, eV, nm, eV
deform, modulus, temp = 3.0, 40.0, 300.0         # eV, GPa, K
T = const.hbar**2 / (2 * mass * const.m_e) / const.e * 1e18
w = gamma**2 * (2 * np.pi)**1.5 * ell**3
kT = const.k * temp / const.e
E_w = w**2 / T**3
edge = w / (2 * np.pi**2 * T) * np.sqrt(np.pi / 2) / ell
edge_quad = quad(lambda k: 4 * np.pi * k**2 / (2 * np.pi)**3 * w
                 * np.exp(-(k * ell)**2 / 2) / (T * k**2), 1e-9, 80)[0]
assert abs(edge / edge_quad - 1) < 1e-6
w_ph = deform**2 * kT / (modulus * 1e9 * 1e-27 / const.e)

eps_list = np.array([5., 10., 20., 40., 80., 160.]) * 1e-3
a_list = np.sqrt(T / eps_list)
S_white = A / 2 * T**1.5 * np.sqrt(eps_list) / w
S_corr = np.array([least_action(1.0, gaussian_kernel(ell / a))[0]
                   for a in a_list]) * T**1.5 * np.sqrt(eps_list) / w
assert np.all(S_corr > S_white)
local = np.diff(np.log(S_corr)) / np.diff(np.log(eps_list))
assert np.all(np.diff(local) > 0) and local[0] > 0.5

print(f"phi(0) = {phi0:.5f}; phi(0)^2 = {phi0**2:.3f}")
print(f"integral phi^2 = {norm2:.4f}; A = {A:.4f}; A/2 = {A/2:.4f}")
print(f"gradient/norm = {grad2/norm2:.6f}; quartic/norm = {A/norm2:.6f}")
print(f"radius holding half of int V^2 = {half_radius:.4f} a")
print(f"A bounds: exponential {A_exp:.3f}, Gaussian {A_gauss:.3f}")
print(f"direct minimization: exponent {exponent:.5f}, "
      f"A/2 {actions[1]:.4f}, K/eps {results[1][1]:.4f}")
print(f"random wells: {len(ratios)} bound, "
      f"lowest cost/optimal {min(ratios):.4f}")
print(f"1D coefficient: argument {coef_1d:.5f}, exact count {slope_1d:.5f}")
print(f"1D count at eps=1: formula {count_exact:.5f}, "
      f"chains {count_chain:.5f}")
print(f"lattice edge shift: formula {shift_formula:.5f}, "
      f"sampled {shift_lattice:.5f} (hopping units)")
print("Example, rough regime of amorphous Ge2Sb2Te5")
print(f"mass = {mass} m_e; rms potential = {gamma} eV; "
      f"correlation length = {ell} nm")
print(f"T = {T:.5f} eV nm^2; w = {w:.6f} eV^2 nm^3")
print(f"disorder energy w^2/T^3 = {E_w*1e3:.2f} meV; "
      f"T/ell^2 = {T/ell**2:.3f} eV")
print("eps(meV)  a(nm)  half-radius(nm)  S white  S finite-ell  ratio")
for e, a, s, c in zip(eps_list, a_list, S_white, S_corr):
    print(f"{e*1e3:7.0f} {a:8.3f} {half_radius*a:10.3f} "
          f"{s:13.2f} {c:11.2f} {c/s:10.3f}")
print("local exponent of S finite-ell between successive rows: "
      + ", ".join(f"{p:.3f}" for p in local))
i = 1
print(f"At eps = {eps_list[i]*1e3:.0f} meV:")
print(f"white-noise decay energy 2 eps/S = "
      f"{2e3*eps_list[i]/S_white[i]:.3f} meV")
print(f"log10 of exp(-S), white noise = {-S_white[i]/np.log(10):.2f}")
print(f"log10 density ratio, 40 to 10 meV, white noise = "
      f"{-(S_white[3]-S_white[1])/np.log(10):.2f}")
print(f"same ratio with finite correlation length = "
      f"{-(S_corr[3]-S_corr[1])/np.log(10):.2f}")
print(f"well depth = {phi0**2*eps_list[i]*1e3:.1f} meV; "
      f"depth/rms potential = {phi0**2*eps_list[i]/gamma:.3f}")
print(f"central kinetic energy/gap ({gap} eV) = "
      f"{(phi0**2-1)*eps_list[i]/gap:.3f}")
print(f"second-order edge shift = {edge*1e3:.2f} meV downward")
print(f"kT at {temp:.0f} K = {kT*1e3:.2f} meV")
print(f"thermal strain: D = {deform} eV, C_L = {modulus} GPa, "
      f"w_ph = {w_ph:.6f} eV^2 nm^3")
print(f"w_ph/w = {w_ph/w:.4f}; white-noise S with w + w_ph = "
      f"{S_white[i]*w/(w+w_ph):.2f}")
print("checks complete")
```

Printed output:

```
phi(0) = 4.33739; phi(0)^2 = 18.813
integral phi^2 = 18.8973; A = 75.5890; A/2 = 37.7945
gradient/norm = 3.000000; quartic/norm = 4.000000
radius holding half of int V^2 = 0.3986 a
A bounds: exponential 77.389, Gaussian 89.093
direct minimization: exponent 0.49980, A/2 37.7876, K/eps 3.0011
random wells: 80 bound, lowest cost/optimal 1.0224
1D coefficient: argument 2.66667, exact count 2.66454
1D count at eps=1: formula 0.01902, chains 0.01896
lattice edge shift: formula -0.01938, sampled -0.01936 (hopping units)
Example, rough regime of amorphous Ge2Sb2Te5
mass = 0.3 m_e; rms potential = 0.3 eV; correlation length = 0.2 nm
T = 0.12700 eV nm^2; w = 0.011340 eV^2 nm^3
disorder energy w^2/T^3 = 62.78 meV; T/ell^2 = 3.175 eV
eps(meV)  a(nm)  half-radius(nm)  S white  S finite-ell  ratio
      5    5.040      2.009         10.67       10.75      1.008
     10    3.564      1.420         15.08       15.32      1.016
     20    2.520      1.004         21.33       21.98      1.030
     40    1.782      0.710         30.17       31.92      1.058
     80    1.260      0.502         42.67       47.28      1.108
    160    0.891      0.355         60.34       72.17      1.196
local exponent of S finite-ell between successive rows: 0.511, 0.521, 0.538, 0.567, 0.610
At eps = 10 meV:
white-noise decay energy 2 eps/S = 1.326 meV
log10 of exp(-S), white noise = -6.55
log10 density ratio, 40 to 10 meV, white noise = -6.55
same ratio with finite correlation length = -7.21
well depth = 188.1 meV; depth/rms potential = 0.627
central kinetic energy/gap (0.7 eV) = 0.254
second-order edge shift = 28.35 meV downward
kT at 300 K = 25.85 meV
thermal strain: D = 3.0 eV, C_L = 40.0 GPa, w_ph = 0.000932 eV^2 nm^3
w_ph/w = 0.0822; white-noise S with w + w_ph = 13.94
checks complete
```
